# Why a photon mass leaves QED renormalizable: a program that tests the result

```python
"""Massive-photon QED: the k k / M^2 term decouples on shell and Z1 = Z2.

Units: hbar = c = 1 and fermion mass m = 1.  M: photon mass, xi: gauge
parameter of the Stueckelberg form, Lam: Pauli-Villars photon mass.
Sigma: self-energy, dZ2 = dSigma/dpslash on shell, dF1 = vertex correction
at zero momentum transfer, dZ1 = -dF1.  Loop results are coefficients of
alpha/pi.  The loops are integrated directly with Dirac matrices and
compared with formulas derived by Feynman parameters and Ward identities.
"""
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad

m, Lam = 1.0, 20.0
eta = np.diag([1.0, -1.0, -1.0, -1.0])
one = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)]
gam += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
gam5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]


def slash(v):
    return sum(eta[i, i] * v[i] * gam[i] for i in range(4))


def prop(p):
    return np.linalg.inv(slash(p) - m * one)


def on_shell(vec, mass):
    vec = np.array(vec, float)
    return np.concatenate([[np.sqrt(mass**2 + vec @ vec)], vec])


# ---- propagator: invert the quadratic form of the action ----
k = np.array([0.7, 0.3, -1.1, 0.4])
k_low, k2, M, xi = eta @ k, k @ eta @ k, 0.5, 3.0
base = (M**2 - k2) * eta
inv_xi = np.linalg.inv(base + (1 - 1 / xi) * np.outer(k, k))
inv_proca = np.linalg.inv(base + np.outer(k, k))
kk = np.outer(k_low, k_low)
formula_xi = -(eta - (1 - xi) * kk / (k2 - xi * M**2)) / (k2 - M**2)
formula_proca = -(eta - kk / M**2) / (k2 - M**2)
assert np.allclose(inv_xi, formula_xi, atol=1e-11)
assert np.allclose(inv_proca, formula_proca, atol=1e-11)
assert np.allclose(inv_xi - inv_proca, -kk / (M**2 * (k2 - xi * M**2)),
                   atol=1e-11)

# ---- tree level: conserved vector current, non-conserved axial current ----
p_in, p_out = on_shell([0.3, -0.2, 0.5], m), on_shell([-0.6, 0.4, 0.1], m)
u_in = (slash(p_in) + m * one) @ np.array([1, 0.4, 0, 0], complex)
u_out = (slash(p_out) + m * one) @ np.array([0.3, 1, 0, 0], complex)
ubar = u_out.conj() @ gam[0]
q = p_out - p_in
div_vector = ubar @ slash(q) @ u_in
div_axial = ubar @ slash(q) @ gam5 @ u_in
assert abs(div_vector) < 1e-12
assert abs(div_axial) > 0.1
assert np.isclose(div_axial, 2 * m * (ubar @ gam5 @ u_in))

eps_other = slash(np.array([0.2, 1.0, 0.3, -0.5]))


def emission(pol, kout):
    """Two Compton diagrams; pol is contracted with the emitted photon."""
    early = ubar @ eps_other @ prop(p_in - kout) @ slash(pol) @ u_in
    late = ubar @ slash(pol) @ prop(p_out + kout) @ eps_other @ u_in
    return early, late


k_emit = on_shell([0, 0, 2.0], 0.5)
early, late = emission(k_emit, k_emit)
assert abs(early) > 0.1 and abs(early + late) < 1e-11
long_amp = {}
for mass in (0.1, 0.01):
    kout = on_shell([0, 0, 2.0], mass)
    pol_long = np.array([kout[3], 0, 0, kout[0]]) / mass
    long_amp[mass] = abs(sum(emission(pol_long, kout)))
long_ratio = long_amp[0.1] / long_amp[0.01]
assert abs(long_ratio / 10 - 1) < 0.05      # corrections are of order M^2

# ---- k k part of the one-loop integrands ----
kslash = slash(k)
for i in range(4):
    dressed = (ubar @ kslash @ prop(p_out - k) @ gam[i]
               @ prop(p_in - k) @ kslash @ u_in)
    assert np.isclose(dressed, ubar @ gam[i] @ u_in, atol=1e-10)
p_off = np.array([1.7, 0.2, 0.1, -0.3])
a_inv = slash(p_off) - m * one
left = kslash @ prop(p_off - k) @ kslash
assert np.allclose(left, a_inv @ prop(p_off - k) @ a_inv - a_inv - kslash,
                   atol=1e-10)

# ---- direct loop integrals for a fermion at rest with energy w ----
step = 0.1
log_r = np.arange(-9.0, 14.0 + step / 2, step)
node, weight = np.polynomial.legendre.leggauss(60)
theta = np.pi * (node + 1) / 2
R, T = np.meshgrid(np.exp(log_r), theta, indexing="ij")
measure = R**4 * np.sin(T)**2 * step * (np.pi / 2 * weight)[None, :]


def loop(w, M, xi, vertex=False):
    """Sigma(w), or the time component of the vertex, over alpha/pi.

    Energy contour k0 = M/2 + i t crosses no pole of the integrand.
    """
    k0, kz = M / 2 + 1j * R * np.cos(T), R * np.sin(T)
    k2 = k0**2 - kz**2
    ks = k0[..., None, None] * gam[0] - kz[..., None, None] * gam[3]
    den = (w - k0)**2 - kz**2 - m**2
    mid = (w * gam[0] + m * one - ks) / den[..., None, None]
    if vertex:
        mid = mid @ gam[0] @ mid
    g_part = sum(eta[i, i] * (gam[i] @ mid @ gam[i])[..., 0, 0]
                 for i in range(4))
    kk_part = (ks @ mid @ ks)[..., 0, 0]

    def coefficients(mass):
        d = 1 / (k2 - mass**2)
        return d, (1 - xi) * d / (k2 - xi * mass**2)

    g_M, kk_M = coefficients(M)
    g_L, kk_L = coefficients(Lam)
    total = np.sum(measure * ((g_M - g_L) * g_part - (kk_M - kk_L) * kk_part))
    assert abs(total.imag) < 1e-5 * (1 + abs(total.real))
    return total.real / np.pi


def slope(M, xi, h=0.01):
    f = [loop(m + j * h, M, xi) for j in (-2, -1, 1, 2)]
    return (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * h)


def dz2_feynman(M):
    """Feynman-parameter formula for dZ2 at xi = 1, over alpha/pi."""
    def integrand(x):
        low = (1 - x)**2 * m**2 + x * M**2
        high = (1 - x)**2 * m**2 + x * Lam**2
        return (-x * np.log(high / low)
                + 2 * (2 - x) * x * (1 - x) * m**2 * (1 / low - 1 / high))
    return 0.5 * quad(integrand, 0, 1, epsabs=1e-11, limit=200)[0]


print("Model: fermion mass m = 1 (unit of energy)")
print(f"Pauli-Villars photon mass Lam = {Lam:.1f} m")
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"|q.J| vector current = {abs(div_vector):.1e} (spinor units)")
print(f"|q.J5| axial current = {abs(div_axial):.4f} (spinor units)")
print(f"Compton k.T, early emission: |T| = {abs(early):.4f} (spinor units)")
print(f"Compton k.T, late emission: |T| = {abs(late):.4f} (spinor units)")
print(f"Compton k.T, sum: |T| = {abs(early + late):.1e} (spinor units)")
for mass, amp in long_amp.items():
    print(f"Longitudinal emission, M = {mass:.2f} m: {amp:.6f} (spinor units)")
print(f"Ratio of these two amplitudes = {long_ratio:.3f}")

print("Photon mass scan at xi = 1; coefficients of alpha/pi")
for M in (0.2, 0.5, 2.0):
    dz2, df1, ref = slope(M, 1.0), loop(m, M, 1.0, True), dz2_feynman(M)
    assert abs(dz2 + df1) < 1e-5 and abs(df1 + ref) < 1e-5
    print(f"M = {M:.1f} m: dZ2 = {dz2:.5f}, dZ1 = {-df1:.5f}, "
          f"Feynman formula = {ref:.5f}")

M = 0.5
ref = dz2_feynman(M)
print(f"Gauge scan at M = {M:.1f} m; coefficients of alpha/pi")
shift_feyn = loop(m, M, 1.0)
for xi in (0.5, 1.0, 4.0, 25.0):
    dz2, df1, shift = slope(M, xi), loop(m, M, xi, True), loop(m, M, xi)
    predicted = ref + 0.25 * (1 - xi) * np.log(Lam**2 / M**2)
    assert abs(dz2 + df1) < 1e-5
    assert abs(df1 + predicted) < 1e-5
    assert abs(shift - shift_feyn) < 1e-5
    print(f"xi = {xi:.1f}: dZ2 = {dz2:.5f}, dZ1 = {-df1:.5f}, "
          f"mass shift = {shift:.5f} m")
print(f"Absolute dZ2 = dZ1 at xi = 1, M = 0.5 m: {ref * alpha / np.pi:.4e}")

# ---- off-shell curvature grows with log(xi): no such counterterm ----


def curvature(xi, h=0.05):
    return (loop(m + h, M, xi) - 2 * loop(m, M, xi)
            + loop(m - h, M, xi)) / h**2


xi_a, xi_b = 1.0e4, 4.0e4
curv_a, curv_b = curvature(xi_a), curvature(xi_b)
growth = curv_b - curv_a
growth_formula = -0.75 * m * (1 / M**2 - 1 / Lam**2) * np.log(xi_b / xi_a)
assert abs(growth / growth_formula - 1) < 0.01   # terms of order m^2/(xi M^2)
print("Off-shell d2Sigma/dw2 at w = m; coefficients of alpha/pi, unit 1/m")
print(f"xi = {xi_a:.0f}: {curv_a:.3f}; xi = {xi_b:.0f}: {curv_b:.3f}")
print(f"Growth = {growth:.4f}, logarithmic formula = {growth_formula:.4f}")

# ---- vacuum polarization with Pauli-Villars fermions ----
mass_sq = np.array([1.0, 4.0, 9.0])
c_tail = np.linalg.solve(np.array([[1, 1], mass_sq[1:]]),
                         -np.array([1.0, mass_sq[0]]))
c_pv = np.concatenate([[1.0], c_tail])
keep = log_r < 9.5       # beyond this, rounding exceeds the remaining tail
L, U, W = R[keep], np.cos(T[keep]), measure[keep]


def polarization(K, sign, longitudinal=True):
    """Euclidean trace integral; sign = 1 for vector, -1 for axial."""
    if longitudinal:
        pair = 2 * (L**2 * U**2 - K**2 / 4)
    else:
        pair = 2 * L**2 * (1 - U**2) / 3
    total = 0
    for c, msq in zip(c_pv, mass_sq):
        den = (L**2 + K**2 / 4 + msq)**2 - (L * K * U)**2
        total = total + c * 4 * (pair - L**2 + K**2 / 4 - sign * msq) / den
    return np.sum(W * total) * 4 * np.pi / (2 * np.pi)**4


K = 1.5
vec_zero, vec_long = polarization(0.0, 1), polarization(K, 1)
vec_trans = polarization(K, 1, False)
axial_zero = polarization(0.0, -1)
axial_formula = -np.sum(c_pv * mass_sq * np.log(mass_sq)) / (2 * np.pi**2)
assert abs(vec_zero) < 1e-5 and abs(vec_long) < 1e-5
assert abs(vec_trans) > 1e-3
assert abs(axial_formula) > 1e-2 and abs(axial_zero - axial_formula) < 1e-5
print("Vacuum polarization trace integral, coupling removed, unit m^2")
print("Pauli-Villars fermion masses squared: "
      f"{mass_sq[1]:.0f} and {mass_sq[2]:.0f} m^2; "
      f"weights {c_pv[1]:.2f} and {c_pv[2]:.2f}")
print(f"Vector, K = 0: {vec_zero:.1e}")
print(f"Vector, K = {K:.1f} m, longitudinal: {vec_long:.1e}")
print(f"Vector, K = {K:.1f} m, transverse: {vec_trans:.5f}")
print(f"Axial, K = 0: {axial_zero:.5f}, formula: {axial_formula:.5f}")
print("OK")
```

Output:

```
Model: fermion mass m = 1 (unit of energy)
Pauli-Villars photon mass Lam = 20.0 m
alpha = 0.007297353 (dimensionless)
|q.J| vector current = 1.6e-16 (spinor units)
|q.J5| axial current = 4.8376 (spinor units)
Compton k.T, early emission: |T| = 0.3829 (spinor units)
Compton k.T, late emission: |T| = 0.3829 (spinor units)
Compton k.T, sum: |T| = 8.9e-16 (spinor units)
Longitudinal emission, M = 0.10 m: 0.017717 (spinor units)
Longitudinal emission, M = 0.01 m: 0.001810 (spinor units)
Ratio of these two amplitudes = 9.786
Photon mass scan at xi = 1; coefficients of alpha/pi
M = 0.2 m: dZ2 = -0.59570, dZ1 = -0.59570, Feynman formula = -0.59570
M = 0.5 m: dZ2 = -1.01947, dZ1 = -1.01947, Feynman formula = -1.01947
M = 2.0 m: dZ2 = -1.00069, dZ1 = -1.00069, Feynman formula = -1.00069
Gauge scan at M = 0.5 m; coefficients of alpha/pi
xi = 0.5: dZ2 = -0.09725, dZ1 = -0.09725, mass shift = 4.23742 m
xi = 1.0: dZ2 = -1.01947, dZ1 = -1.01947, mass shift = 4.23742 m
xi = 4.0: dZ2 = -6.55279, dZ1 = -6.55279, mass shift = 4.23742 m
xi = 25.0: dZ2 = -45.28602, dZ1 = -45.28602, mass shift = 4.23742 m
Absolute dZ2 = dZ1 at xi = 1, M = 0.5 m: -2.3680e-03
Off-shell d2Sigma/dw2 at w = m; coefficients of alpha/pi, unit 1/m
xi = 10000: -23.050; xi = 40000: -27.202
Growth = -4.1520, logarithmic formula = -4.1563
Vacuum polarization trace integral, coupling removed, unit m^2
Pauli-Villars fermion masses squared: 4 and 9 m^2; weights -1.60 and 0.60
Vector, K = 0: -1.8e-09
Vector, K = 1.5 m, longitudinal: -1.8e-09
Vector, K = 1.5 m, transverse: 0.01278
Axial, K = 0: -0.15161, formula: -0.15161
OK
```
